# Detecting electrode drift with a linear Kramers-Kronig circuit fit: verification in Python

```python
"""Linear Kramers-Kronig (KK) test of impedance spectra and detection of drift.

Result under test: a spectrum Z(omega), convention exp(+i omega t), is fitted by
    R0 + sum_k R_k / (1 + i omega tau_k),   tau_k fixed, R_k real, k = 1..M.
If M is the smallest number for which every single relaxation is reproduced to
within the noise, then chi2 = |weighted residual|^2 / sigma^2 follows a chi-square
law for a steady electrode, and a noncentral one (noncentrality lam) under drift.
Symbols: sigma = relative noise per component, nu = degrees of freedom,
a = final relative rise of the charge-transfer resistance, T = its time constant.
Units: ohm, farad, second, hertz.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.stats import chi2 as chi2_law, ncx2

R_SOL, R_FILM, C_FILM, R_CT, C_DL = 20.0, 50.0, 1e-6, 200.0, 1e-4
SIGMA, PERIODS, ALARM = 1e-3, 3, 1e-3
A_DRIFT, T_DRIFT = 0.05, 100.0
freq = np.logspace(4, -2, 61)              # order of measurement: high to low
omega = 2 * np.pi * freq
N = len(freq)
t_end = np.cumsum(PERIODS / freq)
t_mid = t_end - PERIODS / (2 * freq)
rng = np.random.default_rng(1)


def r_ct(t, a, T):
    return R_CT * (1 + a * (1 - np.exp(-t / T)))


def electrode(w, r):
    return (R_SOL + R_FILM / (1 + 1j * w * R_FILM * C_FILM)
            + r / (1 + 1j * w * r * C_DL))


def drifting(a, T):
    return electrode(omega, r_ct(t_mid, a, T))


def stacked(c):
    return np.concatenate([c.real, c.imag], axis=0)


def kernels(taus):
    return 1 / (1 + 1j * omega[:, None] * taus[None, :])


def basis(modulus, M):
    """Orthonormal basis of the weighted circuit responses with M elements."""
    taus = np.geomspace(0.1 / omega.max(), 10 / omega.min(), M)
    columns = np.column_stack([np.ones(N), kernels(taus)])
    U, s, _ = np.linalg.svd(stacked(columns / modulus[:, None]),
                            full_matrices=False)
    return U[:, s > 1e-13 * s[0]]


def residual(y, U):
    return y - U @ (U.T @ y)


trial_taus = np.geomspace(1e-3 / omega.max(), 1e3 / omega.min(), 600)


def worst_error(modulus, M):
    y = stacked(kernels(trial_taus) / modulus[:, None])
    return np.linalg.norm(residual(y, basis(modulus, M)), axis=0).max()


def choose_M(Z):
    modulus = abs(Z)
    for M in range(4, N - 1):
        if worst_error(modulus, M) * modulus.max() <= SIGMA:
            return M
    raise RuntimeError("too few frequencies for this noise level")


def kk_test(Z, M):
    """Return chi2, nu, p-value and largest relative residual component."""
    U = basis(abs(Z), M)
    res = residual(stacked(Z / abs(Z)), U)
    value, nu = np.sum(res**2) / SIGMA**2, 2 * N - U.shape[1]
    return value, nu, chi2_law.sf(value, nu), abs(res).max()


def add_noise(Z):
    return Z + SIGMA * abs(Z) * (rng.normal(size=N) + 1j * rng.normal(size=N))


# KK integral: imaginary part predicted from the real part alone
def kk_imag(real_part, w):
    def integrand(u):
        return (real_part(w * np.exp(u)) - real_part(w * np.exp(-u))) / np.sinh(u)
    return quad(integrand, 0, 40, limit=500, epsabs=1e-8)[0] / np.pi


ratio = 10 ** (-0.1)                       # frequency step of the sweep


def sweep_Z(w):
    """Drifting electrode with the sweep time as a smooth function of frequency."""
    t = PERIODS * 2 * np.pi / w * (1 / (1 - ratio) - 0.5)
    return electrode(w, r_ct(t, A_DRIFT, T_DRIFT))


for f in (0.1, 10.0, 2000.0):
    w = 2 * np.pi * f
    steady_imag = electrode(w, R_CT).imag
    assert abs(kk_imag(lambda x: electrode(x, R_CT).real, w) - steady_imag) < 1e-4
w_low = 2 * np.pi * 0.1
steady_low = electrode(w_low, R_CT).imag
steady_pred = kk_imag(lambda x: electrode(x, R_CT).real, w_low)
drift_low = sweep_Z(w_low).imag
drift_pred = kk_imag(lambda x: sweep_Z(x).real, w_low)
assert abs(drift_pred - drift_low) > 2.0

# With as many real coefficients as real data, arbitrary data are interpolated
mp.mp.dps = 40
w_few = [mp.mpf(10) ** k for k in range(4)]
arbitrary = [mp.mpc(1, 2), mp.mpc(-3, 1), mp.mpc(2, -1), mp.mpc(0.5, 4)]
tau_few = [mp.mpf(10) ** (-mp.mpf(k) / 2) for k in range(7)]
rows = [[mp.mpc(1)] + [1 / (1 + 1j * w * t) for t in tau_few] for w in w_few]
A = mp.matrix([[c.real for c in r] for r in rows]
              + [[c.imag for c in r] for r in rows])
b = mp.matrix([z.real for z in arbitrary] + [z.imag for z in arbitrary])
coef = mp.lu_solve(A, b)
interp_error = max(abs(sum(coef[k] * r[k] for k in range(8)) - z)
                   for r, z in zip(rows, arbitrary))
largest_coef = max(abs(c) for c in coef)
assert interp_error < mp.mpf(10) ** (-20)

# Quasi-stationary formula against the time-dependent circuit equation
td_errors = []
for f in (1.0, 0.1, 10 ** -1.5):
    j = int(np.argmin(abs(np.log(freq / f))))
    w, stop = omega[j], t_end[j]
    start = stop - PERIODS / freq[j]
    r0 = r_ct(start, A_DRIFT, T_DRIFT)
    v0 = (r0 / (1 + 1j * w * r0 * C_DL) * np.exp(1j * w * start)).real
    times = np.linspace(start, stop, 6001)
    sol = solve_ivp(lambda t, v: (np.cos(w * t)
                                  - v / r_ct(t, A_DRIFT, T_DRIFT)) / C_DL,
                    (start, stop), [v0], method="LSODA", t_eval=times,
                    rtol=1e-8, atol=1e-8, max_step=0.05 / freq[j])
    assert sol.success
    phasor = 2 * trapezoid(sol.y[0] * np.exp(-1j * w * times), times) / (stop - start)
    measured = phasor + electrode(w, R_CT) - R_CT / (1 + 1j * w * R_CT * C_DL)
    quasi = drifting(A_DRIFT, T_DRIFT)[j]
    shift = abs(quasi - electrode(w, R_CT)) / abs(quasi)
    td_errors.append((freq[j], abs(measured - quasi) / abs(quasi), shift))
    assert td_errors[-1][1] < 5e-4
assert td_errors[1][1] < 0.05 * td_errors[1][2]

# Choice of M and its validity for other causal electrodes
Z_steady = electrode(omega, R_CT)
M_exact = choose_M(Z_steady)
lam_steady, nu, _, _ = kk_test(Z_steady, M_exact)
assert M_exact + 1 < N and lam_steady < 2
Z_loop = Z_steady - 40 / (1 + 1j * omega * 1.0)
root = np.sqrt(1j * omega * 1.0)
Z_diff = R_SOL + 250 * np.tanh(root) / root
M_loop, M_diff = choose_M(Z_loop), choose_M(Z_diff)
lam_loop = kk_test(Z_loop, M_loop)[0]
lam_diff = kk_test(Z_diff, M_diff)[0]
assert lam_loop < 2 and lam_diff < 2

# Worked example: one steady and one drifting noisy spectrum
data_steady = add_noise(Z_steady)
data_drift = add_noise(drifting(A_DRIFT, T_DRIFT))
M_s, M_d = choose_M(data_steady), choose_M(data_drift)
out_s, out_d = kk_test(data_steady, M_s), kk_test(data_drift, M_d)
out_few = kk_test(data_steady, 8)
assert out_s[2] > ALARM
assert out_d[2] < 1e-6
assert out_few[2] < 1e-6                   # too few elements: false alarm

# Detection limit from the noncentral law, then simulated spectra
threshold = chi2_law.isf(ALARM, nu)


def power(a):
    return ncx2.sf(threshold, nu, kk_test(drifting(a, T_DRIFT), M_exact)[0])


a_limit = brentq(lambda a: power(a) - 0.95, 1e-5, 0.1)
lam_limit = kk_test(drifting(a_limit, T_DRIFT), M_exact)[0]
SAMPLES = 800
null = np.array([kk_test(add_noise(Z_steady), M_exact)[0] for _ in range(SAMPLES)])
Z_limit = drifting(a_limit, T_DRIFT)
alt = np.array([kk_test(add_noise(Z_limit), M_exact)[0] for _ in range(SAMPLES)])
false_rate, hit_rate = np.mean(null > threshold), np.mean(alt > threshold)
assert abs(null.mean() - nu - lam_steady) < 2.0
assert abs(alt.mean() - nu - lam_limit) < 3.5
assert false_rate < 0.01 and abs(hit_rate - 0.95) < 0.03

# Drift that is too fast or too slow for the sweep escapes
T_values = (0.01, 1.0, 100.0, 1e4)
lam_T = [kk_test(drifting(A_DRIFT, T), M_exact)[0] for T in T_values]
assert lam_T[0] < 2 and lam_T[3] < lam_T[2] / 10

print(f"electrolyte, film, charge-transfer R: {R_SOL:.0f}, {R_FILM:.0f}, {R_CT:.0f} ohm")
print(f"film and double-layer C: {C_FILM*1e6:.0f}, {C_DL*1e6:.0f} microfarad")
print(f"relaxation times: {R_FILM*C_FILM:.1e}, {R_CT*C_DL:.1e} s")
print(f"frequencies: {N}, from {freq[0]:.0f} to {freq[-1]:.2f} Hz")
print(f"periods per point: {PERIODS}; sweep duration: {t_end[-1]:.0f} s")
print(f"noise per component: {100*SIGMA:.2f} % of |Z|; alarm level: {100*ALARM:.1f} %")
print(f"added drift: {100*A_DRIFT:.0f} %, time constant {T_DRIFT:.0f} s")
print(f"steady, 0.1 Hz: Im Z = {steady_low:.3f}, KK integral = {steady_pred:.3f} ohm")
print(f"drift, 0.1 Hz: Im Z = {drift_low:.3f}, KK integral = {drift_pred:.3f} ohm")
print("interpolation of 4 arbitrary points by 8 coefficients:")
print(f"  error {float(interp_error):.1e}, largest coefficient {float(largest_coef):.2e} ohm")
print("time-domain check (relative error; relative shift by drift):")
for f, err, shift in td_errors:
    print(f"  {f:.4f} Hz: {100*err:.4f} %; {100*shift:.3f} %")
print("worst single-relaxation error times max|Z|, in units of sigma:")
for M in (8, 16, 24, M_exact - 1, M_exact):
    print(f"  M = {M}: {worst_error(abs(Z_steady), M)*abs(Z_steady).max()/SIGMA:.3g}")
print(f"chosen M (noise-free steady electrode): {M_exact}; nu = {nu}")
print(f"noise-free misfit lam, steady electrode: {lam_steady:.2e}")
print(f"inductive loop (-40 ohm, 1 s): M = {M_loop}, lam = {lam_loop:.2e}")
print(f"finite diffusion (250 ohm, 1 s): M = {M_diff}, lam = {lam_diff:.2e}")
for name, M, out in (("steady", M_s, out_s), ("drift", M_d, out_d),
                     ("steady, too few elements", 8, out_few)):
    print(f"{name}: M = {M}, chi2 = {out[0]:.1f}, nu = {out[1]}, p = {out[2]:.2e}, "
          f"max residual = {100*out[3]:.2f} %")
print(f"alarm threshold of chi2 at nu = {nu}: {threshold:.1f}")
print(f"smallest drift found with 95 % power: {100*a_limit:.2f} % (lam = {lam_limit:.1f})")
print(f"simulated spectra per case: {SAMPLES}")
print(f"mean chi2 steady: {null.mean():.2f}; predicted {nu+lam_steady:.2f}")
print(f"mean chi2 at limit: {alt.mean():.2f}; predicted {nu+lam_limit:.2f}")
print(f"false alarms: {100*false_rate:.2f} %; detections at limit: {100*hit_rate:.1f} %")
print(f"noncentrality lam of a {100*A_DRIFT:.0f} % drift against its time constant:")
for T, lam in zip(T_values, lam_T):
    print(f"  T = {T:g} s: lam = {lam:.3g}")
print("done: every assertion held")
```

It prints:

```
electrolyte, film, charge-transfer R: 20, 50, 200 ohm
film and double-layer C: 1, 100 microfarad
relaxation times: 5.0e-05, 2.0e-02 s
frequencies: 61, from 10000 to 0.01 Hz
periods per point: 3; sweep duration: 1459 s
noise per component: 0.10 % of |Z|; alarm level: 0.1 %
added drift: 5 %, time constant 100 s
steady, 0.1 Hz: Im Z = -2.514, KK integral = -2.514 ohm
drift, 0.1 Hz: Im Z = -2.701, KK integral = -6.465 ohm
interpolation of 4 arbitrary points by 8 coefficients:
  error 1.9e-40, largest coefficient 1.58e+01 ohm
time-domain check (relative error; relative shift by drift):
  1.0000 Hz: 0.0023 %; 0.448 %
  0.1000 Hz: 0.0049 %; 2.632 %
  0.0316 Hz: 0.0012 %; 3.516 %
worst single-relaxation error times max|Z|, in units of sigma:
  M = 8: 2.89e+03
  M = 16: 334
  M = 24: 37.6
  M = 37: 1.1
  M = 38: 0.84
chosen M (noise-free steady electrode): 38; nu = 83
noise-free misfit lam, steady electrode: 1.77e-03
inductive loop (-40 ohm, 1 s): M = 38, lam = 1.70e-03
finite diffusion (250 ohm, 1 s): M = 42, lam = 4.30e-03
steady: M = 38, chi2 = 70.8, nu = 83, p = 8.28e-01, max residual = 0.23 %
drift: M = 38, chi2 = 963.7, nu = 83, p = 5.26e-150, max residual = 0.77 %
steady, too few elements: M = 8, chi2 = 1051384.0, nu = 113, p = 0.00e+00, max residual = 23.73 %
alarm threshold of chi2 at nu = 83: 128.6
smallest drift found with 95 % power: 1.41 % (lam = 80.3)
simulated spectra per case: 800
mean chi2 steady: 83.33; predicted 83.00
mean chi2 at limit: 163.78; predicted 163.30
false alarms: 0.00 %; detections at limit: 95.4 %
noncentrality lam of a 5 % drift against its time constant:
  T = 0.01 s: lam = 0.00302
  T = 1 s: lam = 80.2
  T = 100 s: lam = 977
  T = 10000 s: lam = 0.479
done: every assertion held
```
